# Isothermal Entropy Change and Squared Polarization in a Landau Ferroelectric

## 1. The result

Consider a uniform ferroelectric described by a Landau free energy in which the coefficient of $P^2$ is linear in temperature and the coefficients of all higher powers of $P$ are independent of temperature. If a field takes it from polarization $P_1$ to polarization $P_2$ at fixed temperature $T$, its entropy per unit volume changes by

$$
\Delta S=S_2-S_1=-\frac{a_0}{2}\left(P_2^2-P_1^2\right). \tag{1}
$$

Here $a_0>0$ is the temperature slope of the quadratic coefficient. The factor $-a_0/2$ contains neither the temperature, nor the field, nor the higher Landau coefficients. These quantities do matter for the size of the effect, but they enter through the polarizations that the field produces.

## 2. Model and conventions

Let the free energy per unit reference volume be

$$
f(T,P)=f_0(T)+\frac{a_0}{2}(T-T_0)P^2+\frac b4P^4+\frac c6P^6,\qquad c>0 . \tag{2}
$$

The constants $a_0$, $T_0$, $b$ and $c$ depend on neither temperature nor field, and $f_0$ does not depend on $P$. The positive $c$ bounds the energy from below. The sign of $b$ is free; a negative $b$ gives a first-order transition at zero field.

$P$ is the polarization along one axis, and $E$ is the field conjugate to it, so that the electrical work done on the material in a small reversible change is $E\,dP$ per unit volume. The energy of the field in vacuum is left out. It does not depend on temperature and carries no entropy. With this convention

$$
df=-S\,dT+E\,dP. \tag{3}
$$

The sample is a single domain. The mechanical condition, for example zero stress, is held fixed, and the coefficients in (2) are those for that condition. SI units are used, since fields in V/m and entropies in J/(m³ K) are natural here.

At a given temperature and field the state is a local minimum, with respect to $P$, of $f(T,P)-EP$. Setting the first derivative to zero gives the equation of state,

$$
E=a_0(T-T_0)P+bP^3+cP^5. \tag{4}
$$

For the minimum we also require a positive second derivative,

$$
f_{PP}\equiv\frac{\partial^2 f}{\partial P^2}=a_0(T-T_0)+3bP^2+5cP^4>0. \tag{5}
$$

Condition (5) allows (4) to be solved locally for a smooth function $P(T,E)$. Such a function is called a branch below. A branch may be the global minimum or a metastable one.

## 3. Derivation

Define the free energy at fixed field, evaluated on a branch:

$$
g(T,E)=f\bigl(T,P(T,E)\bigr)-E\,P(T,E). \tag{6}
$$

From (3),

$$
dg=df-E\,dP-P\,dE=-S\,dT-P\,dE,
$$

so that $S=-(\partial g/\partial T)_E$. Now differentiate (6) with respect to $T$ at fixed $E$. The temperature appears explicitly in $f$ and implicitly in $P$:

$$
\left(\frac{\partial g}{\partial T}\right)_E
=\left(\frac{\partial f}{\partial T}\right)_P
+\left[\left(\frac{\partial f}{\partial P}\right)_T-E\right]
\left(\frac{\partial P}{\partial T}\right)_E .
$$

The square bracket is zero by the equation of state. The polarization does change with temperature, but to first order this change costs no free energy, because the state is a minimum. What remains is the explicit derivative:

$$
S=-\left(\frac{\partial f}{\partial T}\right)_P .
$$

In (2) temperature appears explicitly in two places, $f_0(T)$ and the quadratic term. Since $\partial(T-T_0)/\partial T=1$,

$$
S=S_0(T)-\frac{a_0}{2}P^2,\qquad S_0(T)=-\frac{df_0}{dT}. \tag{7}
$$

Write (7) for two states at the same temperature and subtract. The term $S_0(T)$ is common to both and cancels, which leaves (1). The two states need not lie on the same branch, since (7) holds at every local minimum.

**Signs.** A field that increases $|P|$ lowers the entropy. If the change is isothermal and reversible, the heat absorbed is $Q=T\Delta S<0$, so the material gives off heat. When the field is removed and $|P|$ falls, the material absorbs heat. Reversing the sign of both $P$ and $E$ changes nothing, as the symmetry of (2) requires.

## 4. The same result from the Maxwell relation

Because $dg=-S\,dT-P\,dE$, equality of the mixed second derivatives of $g$ gives

$$
\left(\frac{\partial S}{\partial E}\right)_T=\left(\frac{\partial P}{\partial T}\right)_E. \tag{8}
$$

The right-hand side follows from (4). Differentiate (4) with respect to $T$ at fixed $E$:

$$
0=a_0P+\left[a_0(T-T_0)+3bP^2+5cP^4\right]\left(\frac{\partial P}{\partial T}\right)_E .
$$

The bracket is $f_{PP}$, hence

$$
\left(\frac{\partial P}{\partial T}\right)_E=-\frac{a_0P}{f_{PP}}. \tag{9}
$$

At fixed temperature, (4) also gives $dE=f_{PP}\,dP$. Along a smooth branch the factor $f_{PP}$ therefore cancels:

$$
\Delta S=\int_{E_1}^{E_2}\left(\frac{\partial P}{\partial T}\right)_E dE
=-\int_{P_1}^{P_2}\frac{a_0P}{f_{PP}}\,f_{PP}\,dP
=-\frac{a_0}{2}\left(P_2^2-P_1^2\right).
$$

This shows how the higher coefficients drop out. At a given nonzero polarization, a smaller $f_{PP}$ means a larger entropy change per unit field, but also a larger polarization change per unit field, in the same proportion.

## 5. Crossing a first-order transition

For $b<0$ there is a range of temperature in which the equilibrium polarization, the global minimum of $f-EP$, jumps at a field $E_t(T)$ from $P_l$ to a larger value $P_h$. The derivative in (8) does not exist at the jump, so the integral over the smooth parts must be supplemented.

At the transition the two branches have equal free energy, $g_l(T,E_t)=g_h(T,E_t)$. This remains true as $T$ changes and $E_t$ follows, so the total derivatives are equal:

$$
-S_l-P_l\frac{dE_t}{dT}=-S_h-P_h\frac{dE_t}{dT}.
$$

Rearranging gives the entropy jump,

$$
S_h-S_l=-(P_h-P_l)\frac{dE_t}{dT}. \tag{10}
$$

Equation (7) gives the same jump as $-(a_0/2)(P_h^2-P_l^2)$. Equate the two expressions, factor the difference of squares, and divide by $-(P_h-P_l)$:

$$
\frac{dE_t}{dT}=\frac{a_0}{2}(P_h+P_l). \tag{11}
$$

In this model the slope of the transition line is thus $a_0$ times the mean of the two coexisting polarizations. Equations (10) and (11) need equal free energies, that is, two coexisting phases. A uniform state that follows a metastable branch jumps only where $f_{PP}=0$, irreversibly and with hysteresis; for the parameters of section 7 at 388 K this happens at 0.383 MV/m on rising field and 0.276 MV/m on falling field. Equation (7) still gives the entropy difference across such a jump, but (10) and (11) do not hold with the slope of these fields. When the jump (10) is added to the smooth integrals, the intermediate squares cancel and (1) holds from the first state to the last.

Two temperatures bound the range of this equilibrium jump. Write $a=a_0(T-T_0)$ and $x=P^2$. At zero field, a polar state coexists with $P=0$ when its energy relative to $f_0$ and its first derivative both vanish:

$$
\frac a2+\frac b4x+\frac c6x^2=0,\qquad a+bx+cx^2=0.
$$

Subtract twice the first equation from the second to get $bx/2+2cx^2/3=0$, so $x=-3b/(4c)$. The second equation then gives $a=-bx-cx^2=3b^2/(16c)$. The zero-field transition temperature is

$$
T_c=T_0+\frac{3b^2}{16a_0c}.
$$

The jump disappears when $f_{PP}$ can no longer become negative. As a function of $x$, $f_{PP}=a+3bx+5cx^2$ is smallest at $x=-3b/(10c)$, where it equals $a-9b^2/(20c)$. The critical endpoint is therefore at

$$
T_e=T_0+\frac{9b^2}{20a_0c}.
$$

Above $T_e$ the field (4) rises steadily with $P$, so each field has one polarization and the response is smooth.

## 6. Weak fields

**Paraelectric start.** Let $T>T_0$ and $P_1=0$. To lowest order (4) gives $P=E/a$, and (1) becomes

$$
\Delta S\approx-\frac{a_0}{2}\frac{E^2}{a^2}=-\frac{E^2}{2a_0(T-T_0)^2}. \tag{12}
$$

The entropy change is quadratic in the field. Inserting $P=E/a$ in the cubic term of (4) gives the next correction, $P\approx E/a-bE^3/a^4$. A negative $b$ therefore enhances the response beyond (12) at weak fields. By (4) the enhancement lasts while $bP^3+cP^5<0$, that is $P^2<-b/c$; at larger polarization (12) overestimates the magnitude of the entropy change.

**Polar start.** Let the material have spontaneous polarization $P_s$. A small field changes it by $E/f_{PP}(P_s)$, and to first order $P_2^2-P_s^2\approx2P_sE/f_{PP}(P_s)$. Hence

$$
\Delta S\approx-\frac{a_0P_sE}{f_{PP}(P_s)}. \tag{13}
$$

This is linear in the field and changes sign with it.

**Finding $a_0$.** In the paraelectric phase at zero field, the susceptibility $\chi=dP/dE$ is $1/f_{PP}(0)$, so $1/\chi=a_0(T-T_0)$. Comparison with the Curie–Weiss form $\chi=\varepsilon_0C/(T-T_0)$ gives $a_0=1/(\varepsilon_0C)$, where $C$ is the Curie constant. Within the model, a dielectric measurement thus fixes the constant in (1) without any measurement of heat.

## 7. Worked example

Take the round model parameters

- $a_0=1.0\times10^6$ V m/(C K) and $T_0=380$ K,
- $b=-6.0\times10^8$ V m⁵/C³ and $c=1.5\times10^{10}$ V m⁹/C⁵.

The Curie constant is $1/(\varepsilon_0a_0)=1.13\times10^5$ K. The formulas of section 5 give $T_c=384.5$ K and $T_e=390.8$ K.

**Smooth response at 400 K.** Here $a=2.0\times10^7$ V m/C. The polarization is the numerical root of (4). The entropy change is computed from the Maxwell integral (8), with $(\partial P/\partial T)_E$ from finite differences and the integral from numerical quadrature, starting at $E=0$.

| $E$ (MV/m) | $P$ (C/m²) | $P^2$ (C²/m⁴) | $\Delta S$ (J/(m³ K)) |
|---|---|---|---|
| 1 | 0.0545 | 0.00297 | −1485 |
| 2 | 0.1428 | 0.02040 | −10201 |
| 3 | 0.1816 | 0.03297 | −16484 |
| 4 | 0.2000 | 0.04000 | −20000 |
| 5 | 0.2126 | 0.04519 | −22596 |

The row at 4 MV/m can be followed by hand. With $P=0.2$ C/m² the three terms of (4) are $4.0$, $-4.8$ and $4.8$ MV/m, whose sum is 4 MV/m. Equation (1) then gives $-5\times10^5\times0.04=-20000$ J/(m³ K). In every row the ratio $\Delta S/P^2$ is $-5.0\times10^5$ J m/(C² K), which is $-a_0/2$.

The entropy change is not proportional to the field or to its square. At 1 MV/m the weak-field formula (12) gives $-1250$ J/(m³ K), which is 16% smaller in magnitude than the value in the table. The largest gain per step is between 1 and 2 MV/m. By (8) and (9), the entropy falls with field at the rate $a_0P/f_{PP}$. This rate is largest where $f_{PP}=P\,\partial f_{PP}/\partial P$, that is, where

$$
a-3bx-15cx^2=0 .
$$

The positive root is $x=0.0142$ C²/m⁴, or $P=0.119$ C/m², which lies between the polarizations in the first two rows.

At 5 MV/m the heat absorbed is $400\times(-22596)=-9.04\times10^6$ J/m³; the material gives off this heat. For a model cell of volume $6.4\times10^{-29}$ m³ the entropy change is $-0.105\,k_B$ per cell.

**Across the transition at 388 K.** This temperature lies between $T_c$ and $T_e$. Equating the free energies of the two minima numerically gives $E_t=0.334$ MV/m, where $P$ jumps from 0.0511 to 0.1532 C/m². The slope (11) is $5\times10^5\times0.2043=1.02\times10^5$ V/(m K). For a field raised from zero to 5 MV/m, the contributions are

- $-1307$ J/(m³ K) below the jump,
- $-10428$ J/(m³ K) at the jump,
- $-16142$ J/(m³ K) above the jump.

Their sum is $-27877$ J/(m³ K). The final polarization is 0.2361 C/m², and $-(a_0/2)P^2$ gives the same total. Leaving out the jump would lose 37% of it.

**Reverse field at 370 K.** Start from the spontaneous polarization 0.2295 C/m² and apply $-1$ MV/m. Since $f$ is even in $P$, the state with opposite polarization now has the lower free energy, but the original state survives as a local minimum with $P=0.21815$ C/m². (In the uniform model it survives until $f_{PP}=0$, at $-2.52$ MV/m; real samples usually switch by domain nucleation at much smaller reverse fields.) Its polarization has shrunk, so its entropy has risen, by 2536 J/(m³ K). The linear formula (13), with $f_{PP}(P_s)=1.03\times10^8$ V m/C, gives about 2220 J/(m³ K), which is 12% less. If the sample switches instead, (1) still gives the entropy difference between the end states, but the switch is irreversible and the heat absorbed is no longer $T\Delta S$.

## 8. Adiabatic temperature change

If the field is applied without exchange of heat, and reversibly, the total entropy (7) is constant. Suppose that the heat capacity at fixed polarization, $c_0=T\,dS_0/dT$, is constant over the small temperature range. Then $S_0(T_2)-S_0(T_1)=c_0\ln(T_2/T_1)$, and equating the entropies of the two states gives

$$
c_0\ln\frac{T_2}{T_1}=\frac{a_0}{2}\left(P_2^2-P_1^2\right). \tag{14}
$$

Here $P_2$ is the polarization at the final field and the final temperature, so (14) and (4) must be solved together.

Take $c_0=3.0\times10^6$ J/(m³ K), $T_1=400$ K, and a field raised from zero to 5 MV/m. Numerical root finding gives $P_2=0.2057$ C/m². The right-hand side of (14) divided by $c_0$ is then 0.00705, and the temperature rise is $400\,(e^{0.00705}-1)=2.83$ K.

The linear estimate $-T_1\Delta S/c_0$, with the isothermal $\Delta S$ from the table, is 3.01 K, or 6% above the solution of (14). The difference comes from the polarization. By (9), heating at fixed field lowers $P$, here from 0.2126 to 0.2057 C/m², so less entropy is transferred to $S_0$ than the isothermal value suggests. Replacing the logarithm by its linear term changes the rise by only about 0.01 K.

## 9. Where the proportionality fails

**Temperature-dependent higher coefficients.** If $b$ depends on temperature, the explicit derivative of (2) has one more term:

$$
\Delta S=-\frac{a_0}{2}\Delta(P^2)-\frac14\frac{db}{dT}\Delta(P^4). \tag{15}
$$

As an example, let $b$ keep its value at 400 K but have the slope $db/dT=5\times10^6$ V m⁵/(C³ K). The polarization at 400 K and 5 MV/m is unchanged, and so is the first term, $-22596$ J/(m³ K). The second term is $-2553$ J/(m³ K), and the total is $-25149$ J/(m³ K). The squared-polarization law alone misses 10% of the true change. The error relative to the law is $(db/dT)P^2/(2a_0)$ for a start at $P=0$, so it grows with polarization.

**A nonlinear quadratic coefficient.** If $a_0(T-T_0)$ is replaced by a general function $a(T)$, the same derivation gives $\Delta S=-\tfrac12(da/dT)\,\Delta(P^2)$. At each temperature the entropy change is still proportional to the change of $P^2$, but the constant differs from one temperature to another.

**Several domains.** If the energy and entropy of the domain walls are neglected, (7) applies in each domain, and the entropy contains the volume average of $P^2$. This is not the square of the average polarization. A sample with equal volumes of $+P_s$ and $-P_s$ has zero average polarization but the same entropy as a single domain with polarization $P_s$. If such a sample is poled into a single domain and the field is then removed, the model gives no net entropy change at fixed temperature. Inserting the measured average polarization in (1) would wrongly predict a change of $-a_0P_s^2/2$.

**Fluctuations.** Equation (2) is a mean-field description with one uniform polarization. Near a transition, the entropy of polarization fluctuations may depend on the field, and it is not included in (1).
